# Why the Three-Phonon Vertex Vanishes with an Acoustic Wavevector

## A chain that shows the mechanism

Take a chain of equal masses $m$ with spacing $a$. Atom $l$ is displaced by $u_l$, and neighbours are joined by bonds whose cubic energy is

$$H_3=\frac{\chi}{6}\sum_l (u_{l+1}-u_l)^3 .$$

Expand in waves, $u_l=(Nm)^{-1/2}\sum_q Q_q e^{iqal}$, where $N$ is the number of atoms. Each difference supplies a factor $e^{iqa}-1$. The sum over $l$ gives $N$ when $q+q'+q''=0$ and zero otherwise, apart from reciprocal lattice vectors. Hence

$$H_3=\frac{1}{6\sqrt N}\sum V\,Q_qQ_{q'}Q_{q''},$$

$$V=\frac{\chi}{m^{3/2}}(e^{iqa}-1)(e^{iq'a}-1)(e^{iq''a}-1).$$

Let $q\to0$ at fixed $q'$. The first factor becomes $iqa$. Since $q''\to-q'$, the other two become $|e^{iq'a}-1|^2=4\sin^2(q'a/2)$, so

$$V\to iq\,\frac{4\chi a}{m^{3/2}}\sin^2\frac{q'a}{2}.$$

The coefficient has a direct meaning. A strain $\eta$ lengthens each bond by $a\eta$ and changes its spring constant from $K$ to $K+\chi a\eta$. The frequency obeys $\omega'^2=(4K/m)\sin^2(q'a/2)$, so $d\omega'^2/d\eta=(4\chi a/m)\sin^2(q'a/2)$ and

$$V\to \frac{iq}{\sqrt m}\,\frac{d\omega'^2}{d\eta}.$$

A long wave is locally a translation plus a strain. The translation does nothing to the other phonon; the strain, proportional to $q$, shifts its frequency. If each atom also had a cubic on-site energy $\zeta u_l^3/6$, which a translation does change, $V$ would gain the constant $\zeta/m^{3/2}$ and would not vanish.

## The general statement

Consider an infinite crystal at equilibrium positions $x$. The labels 1, 2, 3 denote atoms, each with a cell and a sublattice $\kappa$. The force constants $\Phi_{\alpha\beta}(1,2)$ and $\Phi_{\alpha\beta\gamma}(1,2,3)$ are the second and third derivatives of the energy $E$; repeated Cartesian indices are summed. A mode displaces atom 1 by

$$u(1)=\frac{e_{\kappa_1}}{\sqrt{M_{\kappa_1}}}\,e^{iq\cdot x_1},\qquad \sum_\kappa|e_\kappa|^2=1 .$$

With modes $u,u',u''$ of wavevectors $q$, $q'$ and $q''=-q-q'$, the bare vertex is

$$V=\sum_{\kappa_3}\sum_{1,2}\Phi_{\alpha\beta\gamma}(1,2,3)\,u_\alpha(1)u'_\beta(2)u''_\gamma(3),$$

with atom 3 kept in one cell. "Bare" means that the quantum amplitudes $\sqrt{\hbar/2\omega}$ are left out.

The assumptions are:

- $E$ is unchanged by a rigid translation.
- The harmonic force constants have short range, so that the dynamical matrix $D(q)$ is smooth.
- The crystal is stable, and only the three translations have zero frequency at $q=0$.
- The cubic constants have a finite first moment: $\sum_{1,2}|\Phi(1,2,3)|(1+|x_1-x_3|)$ converges.

If the first mode is acoustic, then $|V|\le C|q|$ near $q=0$, whatever the other two branches are. Along a fixed direction $\hat q$, the coefficient is the derivative of $D(q')$ with respect to a homogeneous deformation: a strain and, unless the wave is purely longitudinal, also a rotation. If $E$ is also unchanged by rigid rotations, the rotation contributes only between branches of different frequency. The coefficient can be zero by symmetry, so "linearly" describes an upper bound and the generic case. Coulomb forces in polar crystals and slowly decaying interactions in metals need not meet the range conditions and are outside the proof.

## The long acoustic wave

Both derivations need to know how close an acoustic mode is to a translation. The dynamical matrix is

$$D_{\alpha\kappa_1,\beta\kappa_2}(q)=\sum_{2}\frac{\Phi_{\alpha\beta}(1,2)}{\sqrt{M_{\kappa_1}M_{\kappa_2}}}e^{iq\cdot(x_2-x_1)},$$

where the sum runs over the cells of atom 2. At $q=0$ its null vectors are $e_\kappa=\sqrt{M_\kappa}A$ with a common vector $A$. Let $\Pi$ project onto the orthogonal, optical subspace. Applying $\Pi$ to $D(q)e=\omega^2e$ gives

$$[D(0)-\omega^2]\,\Pi e=-\Pi[D(q)-D(0)]e .$$

On the optical subspace $D(0)$ is at least $\omega_{\rm o}^2>0$, the lowest squared optical frequency. For an acoustic mode $\omega^2\to0$, therefore

$$\|\Pi e\|\le\frac{\|D(q)-D(0)\|}{\omega_{\rm o}^2-\omega^2}=O(|q|).$$

Thus $e_\kappa/\sqrt{M_\kappa}=A+r_\kappa$ with $r_\kappa=O(|q|)$. Normalization gives $M_c|A|^2+\|\Pi e\|^2=1$, where $M_c$ is the cell mass, so $|A|\le M_c^{-1/2}$, with equality in the limit.

The first-order part of $r$ is also needed. The part of $D$ linear in $q$, restricted to the three translations, is a Hermitian matrix that changes sign with $q$. A nonzero eigenvalue would make $\omega^2$ negative for $q$ or for $-q$. Stability forbids this, so the matrix vanishes and $\omega^2=O(q^2)$. The next matrix, quadratic in $q$, is real because $D(-q)=D(q)^*$, so its polarization vectors $P$ can be chosen real. (If two sound speeds coincide, as they can along a screw axis, the actual modes may tend to complex combinations of these vectors. The coefficient derived below is linear in $P$ and combines in the same way.) Choose the phase of the mode so that $A\to P/\sqrt{M_c}$ with $|P|=1$, and write $r_\kappa=i|q|w_\kappa/\sqrt{M_c}$ to first order.

Now multiply the equation of motion by $\sqrt{M_{\kappa_1}}$ and collect the terms of order $|q|$. The inertial term is of order $q^2$ and drops out:

$$\sum_2\Phi_{\alpha\beta}(1,2)\,[P_\beta\,\hat q\cdot(x_2-x_1)+w_{\beta\kappa_2}]=0 .$$

A rigid translation creates no force, $\sum_2\Phi_{\alpha\beta}(1,2)=0$, so the term with $x_1$ can be removed. What remains says that the static displacement

$$s(2)=P\,(\hat q\cdot x_2)+w_{\kappa_2}$$

leaves every atom without force to first order. It is a homogeneous deformation with displacement gradient $P_\alpha\hat q_\beta$, and $w_\kappa$ is the relaxation of the sublattices inside the cell. A long acoustic phonon carries this relaxation with it.

## First derivation: the sum rule

Translation invariance says that $E$ is unchanged when all atoms move by the same $c$. Its derivative with respect to $c_\alpha$ is therefore zero in every configuration:

$$\sum_1\frac{\partial E}{\partial u_\alpha(1)}=0 .$$

Because this holds for all displacements, it can be differentiated with respect to $u_\beta(2)$ and $u_\gamma(3)$. At equilibrium this gives

$$\sum_1\Phi_{\alpha\beta\gamma}(1,2,3)=0\quad\text{for each fixed pair }2,3 .$$

In the vertex, collect the phases relative to atom 3. Since $q''=-q-q'$,

$$q\cdot x_1+q'\cdot x_2+q''\cdot x_3=q\cdot(x_1-x_3)+q'\cdot(x_2-x_3).$$

Insert $u(1)=(A+r_{\kappa_1})e^{iq\cdot x_1}$ and subtract $A$ times the sum rule. The first leg is then replaced by

$$b(1)=A\,[e^{iq\cdot(x_1-x_3)}-1]+r_{\kappa_1}e^{iq\cdot(x_1-x_3)} ,$$

and the vertex is

$$V=\sum_{\kappa_3}\sum_{1,2}\Phi_{\alpha\beta\gamma}(1,2,3)\,b_\alpha(1)\,\frac{e'_{\beta\kappa_2}e''_{\gamma\kappa_3}}{\sqrt{M_{\kappa_2}M_{\kappa_3}}}\,e^{iq'\cdot(x_2-x_3)} .$$

Use $|e^{i\theta}-1|\le|\theta|$. No component of $e'$ or $e''$ exceeds one in magnitude, so with $|\Phi|$ the sum of the absolute components,

$$|V|\le\sum_{\kappa_3}\sum_{1,2}\frac{|\Phi(1,2,3)|}{\sqrt{M_{\kappa_2}M_{\kappa_3}}}\left(\frac{|q||x_1-x_3|}{\sqrt{M_c}}+|r_{\kappa_1}|\right).$$

The first term is $|q|$ times a first moment, and the second is of order $|q|$ by the preceding section. This proves $|V|\le C|q|$, with $C$ independent of $q'$ and of the other branches.

For the coefficient, expand $b(1)$ to first order:

$$b(1)\to\frac{i|q|}{\sqrt{M_c}}\,[P\,\hat q\cdot(x_1-x_3)+w_{\kappa_1}].$$

Compare this with a crystal deformed statically by $\eta s(1)$. To first order its harmonic constants change by

$$\frac{d\Phi_{\beta\gamma}(2,3)}{d\eta}=\sum_1\Phi_{\alpha\beta\gamma}(1,2,3)\,s_\alpha(1).$$

By the sum rule, $x_1$ in $s(1)$ may be replaced by $x_1-x_3$, which produces the same bracket. The remaining sum over atoms 2, with phase $q'\cdot(x_2-x_3)$, builds the dynamical matrix. The eigenvector at $-q-q'$ is the conjugate of that at $q+q'$ and tends to $e_{j''}(q')^*$ if branch $j''$ is not degenerate. Hence

$$V\to\frac{i|q|}{\sqrt{M_c}}\;e_{j''}(q')^\dagger\,\frac{dD(q')}{d\eta}\,e_{j'}(q') .$$

The phases $q'\cdot x$ are held at their undeformed values, so the wavevector is carried along with the lattice. For $j''=j'$, first-order perturbation theory turns the matrix element into $d\omega'^2/d\eta$. With the Grüneisen parameter for this deformation, $\gamma=-(1/\omega')\,d\omega'/d\eta$,

$$V\to-\frac{2i|q|}{\sqrt{M_c}}\,\gamma\,\omega'^2 .$$

## Second derivation: relative displacements

Suppose that the energy is a sum over finite clusters of atoms, $E=\sum_c f_c$, such as bonds and bond angles. Suppose also that each $f_c$ depends only on the positions of its atoms $i$ relative to one of them, the anchor $a$. A displacement then enters $f_c$ only through

$$\delta u(i)=u(i)-u(a).$$

These differences are linear in the displacements, so the chain rule has no further terms. The vertex is the third derivative $f_c'''$ taken along three sets of differences:

$$V=\sum_{c\,\in\,\text{one cell}}f_c'''[\delta u,\delta u',\delta u''] .$$

One cell suffices because the three phases cancel when a cluster is shifted by a lattice vector. For the long acoustic wave,

$$\delta u(i)=e^{iq\cdot x_a}\{A[e^{iq\cdot(x_i-x_a)}-1]+r_ie^{iq\cdot(x_i-x_a)}-r_a\}.$$

The first term is bounded by $|A||q||x_i-x_a|$ and the others by $|r_i|+|r_a|$. Every difference is $O(|q|)$. There are finitely many clusters per cell, so $V$ is $O(|q|)$ without any sum over force constants having to cancel.

To first order, $\delta u(i)\to(i|q|/\sqrt{M_c})\,\delta s(i)$, apart from the anchor phase, which tends to one. The matrix element of the dynamical matrix is, in the same language,

$$e_{j''}(q')^\dagger D(q')e_{j'}(q')=\sum_c f_c''[\delta u',\delta v^*],$$

where $v$ is the displacement of mode $j''$ at $q'$, and $\delta u''\to\delta v^*$. A static deformation $\eta s$ moves the point at which $f_c''$ is evaluated by $\eta\,\delta s$. Its derivative with respect to $\eta$ is $\sum_cf_c'''[\delta s,\delta u',\delta v^*]$. Multiplication by $i|q|/\sqrt{M_c}$ gives the coefficient found before.

This form also gives a second limit. If all three modes are acoustic and all three wavevectors are small, each leg supplies its own small difference:

$$|V|\le C'\,|q||q'||q''| .$$

The chain shows this directly, since each of its three factors becomes linear.

## Quantum amplitudes

The normal coordinate is $Q=\sqrt{\hbar/2\omega}\,(a_q+a^\dagger_{-q})$. For three different modes, the six orderings cancel the factor $1/6$ in $H_3$. The matrix element, apart from occupation factors, has magnitude $g/\sqrt N$, with $N$ now the number of cells and

$$g=\left(\frac{\hbar}{2}\right)^{3/2}\frac{|V|}{\sqrt{\omega\omega'\omega''}} .$$

For equal branches insert $|V|=2|q||\gamma|\omega'^2/\sqrt{M_c}$ and $\omega''\to\omega'$. One factor $\omega'$ cancels, and $2(\hbar/2)^{3/2}=\hbar\sqrt{\hbar/2}$, so

$$g\to|\gamma|\,\hbar\omega'\;|q|\sqrt{\frac{\hbar}{2M_c\omega}} .$$

Call the phonon at $q'$ the heat phonon. The coupling is its energy, times its Grüneisen parameter, times the zero-point strain of the long wave normalized to one cell. With $\omega=v|q|$, where $v$ is the sound speed, $g$ falls as $\sqrt{|q|}$: the bare vertex vanishes linearly, the quantized one more slowly.

## Silicon with a classical potential

The Stillinger–Weber potential describes silicon by bond and angle energies of finite range. The long wave is longitudinal along [110]. The heat phonon has $q'=(0.5,0.2,0.1)\,2\pi/a$, with $a$ now the cubic lattice constant, and lies in the third branch from below. Its frequency is 7.82 THz, its energy 32.33 meV. It remains in its branch. This channel samples the matrix element and is not selected to conserve energy, so no scattering rate follows from it.

The largest cubic constant is 27.4 eV/Å$^3$; the largest sum-rule residual is $5\times10^{-15}$ eV/Å$^3$, which is rounding error. The linear law was tested for 12 random directions and all three acoustic branches. When $|q|$ was doubled from 0.0005 to 0.001 Å$^{-1}$, the vertex, combined over all other branch pairs, doubled to within 0.05%.

For the coefficient, the part of the vertex matrix odd in $q$ at 0.001 Å$^{-1}$ was compared with $dD/d\eta$ from crystals strained by $\pm0.0002$. The difference is $8\times10^{-7}$ of the norm of $dD/d\eta$. Sublattice relaxation matters: clamping the sublattices changes this matrix by 64% of its norm. Under this strain along [110] the sublattices shift relative to each other along $z$, by $-0.854$ Å per unit strain, both in the phonon and in the static calculation.

At a wavelength of 100 nm, $q=2\pi/(100\ \text{nm})=0.00628$ Å$^{-1}$. The strained crystal gives $|V|/q\to0.0593$ U Å, with U = eV/(Å$^3$ u$^{3/2}$), hence

$$|V|\approx0.0593\times0.00628=3.72\times10^{-4}\ \text{U}.$$

The direct sum gives $3.74\times10^{-4}$ U, 0.4% more. The excess over the linear law grows to 3.2% at 10 nm and 4.1% at 5 nm.

For the quantized coupling, $\omega=2\pi\times0.0855$ THz and $M_c=56.17$ u give $\sqrt{\hbar/2M_c\omega}=0.0324$ nm. Multiplication by $q=0.0628$ nm$^{-1}$ gives a zero-point strain of $2.04\times10^{-3}$. With $\gamma=0.888$,

$$g\approx0.888\times32.33\ \text{meV}\times2.04\times10^{-3}=0.0586\ \text{meV}.$$

The direct value is 0.0585 meV, the same within the rounding of the factors. At 50 nm it is 0.0828 meV, larger by a factor of $\sqrt2$. At 5 nm it is 0.256 meV, 4.37 times the value at 100 nm instead of $\sqrt{20}=4.47$, although $|V|/q$ has risen. The definition of $g$ accounts for this through $\omega''$: the printed values imply that it is about 13% higher at 5 nm than at 100 nm.

## How the result is lost

An optical leg is not a translation at $q=0$. For the highest optical branch, the vertex combined over all other branch pairs is 0.755 U at 100 nm and 0.749 U at 10 nm, while the acoustic one falls from 0.0305 to 0.00305 U between 10 and 100 nm.

The sum rule can also be broken by a table of force constants. Keep the harmonic constants fixed, and drop every cubic entry that involves two atoms farther apart than nearest neighbours. The angle energies then lose terms needed for the cancellation. At 100 nm the combined vertex becomes 0.0131 U, 4.3 times the correct value, and it tends to a constant as $q\to0$. With a constant bare vertex, $g$ would grow as $1/\sqrt{|q|}$. At 10 nm the two combined values happen to differ by only 0.2%. This is an accident of the chosen wavelength, and such agreement says little about the long-wave limit.

Symmetry can hide the defect. Let $X$ be the truncated vertex matrix for a uniform translation, with the heat phonon at $q'$. It is Hermitian, because the truncation treats all three atoms alike. Inversion about a bond centre exchanges the sublattices, an operation $S$. Cubic constants are odd under inversion and harmonic ones even:

$$SXS=-X^*,\qquad SDS=D^*.$$

A nondegenerate mode therefore satisfies $Se^*=e^{i\theta}e$, and

$$e^\dagger Xe=(Se^*)^\dagger X(Se^*)=-(e^\dagger Xe)^* .$$

The left side is real, so it vanishes. The spurious constant is absent when the other two branches are equal; a test that looks for this constant must include unequal branches. Checking the sum rule itself avoids the problem.

## Real silicon films

The model's sound speed, 8550 m/s, is near the rough real value of 9 km/s. Its highest optical frequency at $q=0$, 17.8 THz, is more than 10% above the measured value of about 15.6 THz. These harmonic comparisons do not test the cubic constants, so the coupling found above is a value for the model, with no established accuracy for real silicon. Real devices are warm, stressed and isotopically mixed:

- At 300 K the model's rms bond stretch is 0.0055 nm; averaging over it about the equilibrium length changes the cubic constant of the bond energy by 1.7%. Motion across the bond also lengthens it on average by about 0.0003 nm, which reduces this change to about 0.9%. Thermal expansion and the angle energies are left out, so these figures give only the order of the thermal change of the coupling, about one percent.
- A tensile stress of 1 GPa along [110] gives, with the model's stiffness, $1/170.4=0.59\%$ strain if the sides of the crystal are held fixed. It changes the linear coefficient by 0.9% when $q$ is counted on the unstrained lattice, or by 1.5% per actual wavevector in the stretched crystal. If the sides are free to contract, the model's strain is about 0.8% and the change about 2% or 3% in the same two senses. Real silicon is stiffer: its measured elastic constants give strains of about 0.5% and 0.6% for the two cases.
- The isotope mass spread is about 1.4%. It disturbs the plane waves, but the sum rule contains no masses.

A larger limit comes from the finite lifetime $\tau$ of heat phonons. For a rough $\tau=20$ ps, $\omega\tau=1$ at a wavelength $2\pi v\tau\approx1$ µm. For much longer waves, scattering between sharp phonon states is no longer a sound picture, although the vertex identity stands. In a thin film the plane waves must also be replaced by the modes of the film and its substrate, an effect not sized here.

## What each derivation assumes

Both derivations use translation invariance, a smooth $D(q)$, stability and an optical gap. The sum rule alone would not suffice: without the gap, the optical part of the acoustic mode need not be of order $|q|$.

The first derivation requires invariance of the total energy only. It accepts any table of force constants with a finite first moment, whatever its origin, and shows which sums the table must satisfy. The smallness arises from cancellation, which is why truncation is dangerous.

The second derivation asks for more: a division of the energy into finite clusters, each invariant by itself. In return no cancellation is needed, and each additional long acoustic leg visibly brings its own factor of wavevector. It suits bond and angle potentials; the first suits force constants obtained without such a division.

## Values computed for the example and the checks

```
Stillinger-Weber silicon; vertex unit U = eV/(A^3 u^1.5)
epsilon = 2.1683 eV, sigma = 2.0951 A, A = 7.049556277, B = 0.6022245584
cutoff a = 1.8, lambda = 21.0, gamma = 1.2, atomic mass = 28.0855 u
lattice constant = 0.54309 nm, bond length = 0.23517 nm
largest cubic force constant = 27.390 eV/A^3
largest sum-rule residual = 5.4e-15 eV/A^3
heat phonon k = (0.5, 0.2, 0.1) 2pi/a, third branch from below
heat phonon frequency = 7.817 THz, energy = 32.33 meV
LA speed along [110] = 8553 m/s
uniaxial stiffness along [110] = 170.4 GPa
internal displacement per unit strain, x y z = 0.0000 0.0000 -0.8539 A
same from phonon, z = -0.8540 A
coefficient matrix, relative error, relaxed = 7.8e-07
coefficient matrix, relative error, clamped = 9.6e-07
share of internal relaxation in coefficient = 64.2 %
worst departure from doubling, random tests = 0.046 %
first-moment bound on total |V|/q, uniform part = 2.3328 U A
uniaxial Grueneisen parameter of heat phonon = 0.8882
limit of |V|/q from strained crystal = 0.059265 U A
g ratio when q grows fourfold = 2.0001
wavelength nm | LA THz | |V| U | |V|/q U A | off linear % | g meV
 100 | 0.0855 | 3.7395e-04 | 0.059516 | 0.42 | 0.0585
  50 | 0.1710 | 7.5088e-04 | 0.059754 | 0.82 | 0.0828
  20 | 0.4275 | 1.8971e-03 | 0.060387 | 1.89 | 0.1309
  10 | 0.8543 | 3.8438e-03 | 0.061175 | 3.22 | 0.1845
   5 | 1.7028 | 7.7564e-03 | 0.061723 | 4.15 | 0.2557
root-sum-square vertex over all other branch pairs, in U:
wavelength nm | acoustic | acoustic, truncated table | optical
 100 | 3.0511e-03 | 1.3126e-02 | 7.5486e-01
  50 | 6.1025e-03 | 1.3975e-02 | 7.5425e-01
  10 | 3.0499e-02 | 3.0574e-02 | 7.4892e-01
truncated/full at 100 nm = 4.3
neglected effects:
rms bond stretch at 300 K = 0.00547 nm
thermal change of cubic bond constant = 1.7 %
strain at 1 GPa = 0.587 %, change of coefficient = 0.89 %
isotope mass spread, rough abundances = 1.41 %
optical frequency at q=0 = 17.83 THz
excess over rough measured 16 THz = 11 %
rough heat-phonon lifetime taken = 20 ps
wavelength where omega*lifetime = 1: 1.07 um
```
